The Usadel equation from the Eilenberger equation, and the normal-wire kink, part 2

A normal wire without pairing interaction (Δ = 0) occupies x > 0; an s-wave superconductor with real pair potential Δ lies at x < 0. There is no supercurrent. The Fermi speed is v, the scattering time τ, the mean free path ℓ = vτ, the diffusion constant D = vℓ/3. At temperature T the positive Matsubara energies are ω = (2m+1)πk_BT, m = 0, 1, 2, …, and Ω = √(ω² + Δ²).

The quasiclassical matrix g depends on the direction n of the Fermi velocity and obeys the Eilenberger equation

ħv n·∇g + [H + (ħ/2τ)⟨g⟩, g] = 0, H = ωτ₃ + Δτ₁. (1)

Here τ₁, τ₂, τ₃ are Pauli matrices, [X,Y] is the commutator and ⟨…⟩ the average over n. In the dirty limit (ωτ/ħ, Δτ/ħ and (ℓ/L)² small, L being the length over which G varies), G = ⟨g⟩ = τ₃ cosθ + τ₁ sinθ, with normal component cosθ and pair amplitude sinθ, obeys the Usadel equation ħD ∇·(G∇G) = [H,G], that is,

(ħD/2)∇²θ = ω sinθ − Δ cosθ, G∇G = iτ₂∇θ. (17)

The first harmonic of g is n·A, with

A = −ℓ G∇G. (10)

A uniform superconductor has θ_S = arctan(Δ/ω). In the wire, with primes for d/dx,

θ″ = sinθ/ξ², ξ = √(ħD/2ω). (18)

For θ(0) = θ₀ with 0 < θ₀ < π and θ → 0 far away, the first integral and the solution are

θ′ = −(2/ξ) sin(θ/2), (19)

tan(θ/4) = tan(θ₀/4) e^(−x/ξ). (20)

With u = tan(θ/4),

sinθ = 4u(1−u²)/(1+u²)²,
cosθ = 1 − 8u²/(1+u²)². (21)

The calculated quantities at the end include a dirty-limit test with Δ(x) = (1 + cos x)/2; w and l there mean ω and ℓ. Its angle error is the largest difference between the angle of ⟨g⟩ from (1) and the Usadel θ. Its harmonic error is the largest difference between the first harmonic from (1) and (10) with the Usadel solution, relative to the largest value of (10).

### 13. Why the solution is part of a kink

Define x_c by

x_c = ξ ln tan(θ₀/4). (22)

Then (20) reads

θ = 4 arctan e^(−(x−x_c)/ξ).

On an infinite line this function falls from 2π to 0. It is the static kink of the sine-Gordon equation. Its centre is at x_c, where θ = 4·π/4 = π.

For θ₀ < π the logarithm in (22) is negative, and the centre lies at x < 0, outside the wire. It is a virtual point: the superconductor there obeys a different equation, and θ does not reach π. The wire contains a piece of the tail, and the boundary angle determines where the tail is cut.

Far from the interface u is small and θ ≈ 4u, so

θ ≈ 4 tan(θ₀/4) e^(−x/ξ). (23)

Replacing sinθ by θ in (18) from the start would have given θ₀ e^(−x/ξ). The decay length is the same and the amplitude differs. For small θ₀,

4 tan(θ₀/4) = θ₀ + θ₀³/48 + …

The nonlinear amplitude is larger because sinθ is smaller than θ. The term that bends the curve is weaker near the interface, and the initial fall is slower.

At temperature T the energies are πk_BT, 3πk_BT and so on. Since ξ is proportional to 1/√ω, the second energy has a decay length smaller by √3. Far from the interface the lowest energy therefore gives the largest pair amplitude.

### 14. The boundary angle

The simplest choice is θ₀ = θ_S, called the rigid boundary. It assumes that the wire does not disturb the superconductor. To find its condition, let the superconductor fill x < 0 in the same one-dimensional geometry, with constant Δ up to the interface. A self-consistent Δ would vary there, and this variation is left out. The diffusion constant of the superconductor is D_S, and the normal-state conductivities are σ_N and σ_S.

With ω = Ω cosθ_S and Δ = Ω sinθ_S,

ω sinθ − Δ cosθ = Ω sin(θ − θ_S).

For the deviation φ = θ_S − θ, (17) becomes

φ″ = sinφ/ξ_S², ξ_S = √(ħD_S/2Ω). (24)

This is again (18), now with decay toward x → −∞. The first integral has the opposite sign, φ′ = +(2/ξ_S) sin(φ/2). Since θ′ = −φ′, the slope on the superconducting side is

θ′(0⁻) = −(2/ξ_S) sin[(θ_S − θ₀)/2].

Two conditions join the halves. For a transparent contact θ is continuous. The second condition is conservation of flux. The flux carried by all states at the Fermi surface is proportional to N₀D G∇G, where N₀ is the normal density of states. The conductivity is proportional to N₀D as well. The source term [H,G] is finite, so nothing is created or lost in an infinitely thin layer, and by (17) σθ′ is continuous:

(σ_N/ξ) sin(θ₀/2) = (σ_S/ξ_S) sin[(θ_S − θ₀)/2].

Define γ = σ_N ξ_S/(σ_S ξ) and expand the sine of the difference:

γ sin(θ₀/2) = sin(θ_S/2) cos(θ₀/2) − cos(θ_S/2) sin(θ₀/2).

Division by cos(θ₀/2) gives

tan(θ₀/2) = sin(θ_S/2)/[γ + cos(θ_S/2)]. (25)

For γ → 0 this is θ₀ = θ_S. To first order in γ, the boundary angle is lowered by 2γ sin(θ_S/2). Within the Usadel equation the rigid boundary therefore requires γ ≪ 1. For two metals with the same Fermi speed and density of states, γ = (ℓ/ξ)/(ℓ_S/ξ_S), where ℓ_S is the mean free path of the superconductor, so γ < ℓ/ξ means that the superconductor is no longer in the dirty limit and (25) no longer applies. For large γ the angle tends to 2 sin(θ_S/2)/γ, and little pairing enters the wire.

When both metals have the same diffusion constant, γ = (σ_N/σ_S)√(ω/Ω). The superconductor is then more rigid at low energies, where the disturbance in the wire extends over a longer distance than the one in the superconductor.

### 15. A worked example

The following are round model parameters, not those of a particular material: v = 10⁶ m/s, ℓ = 10 nm, Δ = 1 meV and T = 1 K. Millielectronvolts and nanometres are natural here.

The diffusion constant is

D = (10⁶ m/s)(10⁻⁸ m)/3 = 3.33×10⁻³ m²/s = 33.3 cm²/s,

which gives ħD = 2194 meV nm². The lowest Matsubara energy is ω = πk_BT = 0.271 meV, and

ξ = √[2194/(2×0.2707)] nm = 63.7 nm, or about 1200 bohr.

The small parameters in the wire are ωτ/ħ = 0.004 and (ℓ/ξ)² = 0.025. In the superconductor Δτ/ħ = 0.015. With the same D its length is ξ_S = 32.5 nm, so (ℓ/ξ_S)² is about 0.09, and the dirty limit is less well satisfied there. The further digits below serve to compare solutions of one model.

For a rigid boundary θ₀ = arctan(1/0.2707) = 1.306 rad and tan(θ₀/4) = 0.339. The virtual centre is at

x_c = 63.7 nm × ln 0.339 = −69 nm,

and the slope at the interface is −(2/ξ) sin(θ₀/2) = −0.019 rad/nm. At x = 100 nm,

u = 0.3387 × e^(−100/63.66) = 0.070, θ = 4 arctan u = 0.281 rad.

The pair amplitude sinθ along the wire, with the value from the linearized equation in brackets, is

- x = 0: 0.965 (0.965)
- x = 50 nm: 0.575 (0.561)
- x = 100 nm: 0.277 (0.268)
- x = 200 nm: 0.0585 (0.0564)
- x = 300 nm: 0.012 (0.012)

The tail amplitudes are 1.355 rad for the kink and 1.306 rad for the linearized equation. The linearized tail is 3.6% too low relative to the kink.

Depending on the conductivity ratio, the rigid boundary can cause a larger error than the linearization: it does so for equal conductivities, while for σ_N/σ_S = 0.01 formula (25) shifts the boundary angle by only 0.5% of θ_S. With equal diffusion constants, (25) gives

- σ_N/σ_S = 1: γ = 0.51, θ₀ = 0.87 rad
- σ_N/σ_S = 0.1: γ = 0.051, θ₀ = 1.25 rad
- σ_N/σ_S = 0.01: γ = 0.005, θ₀ = 1.30 rad

For equal conductivities the pair amplitude at the interface is sin 0.8715 ≈ 0.765 instead of 0.965. Formula (20) still holds in the wire, but with the lower θ₀.

Two effects left out of these numbers are larger than the digits shown. First, Δ was held constant. With a BCS self-consistent Δ(x) of the same bulk value, θ₀ falls to 0.72–0.73 rad and the interface amplitude to 0.66–0.67 for equal conductivities (energy cutoffs of 30 and 9 meV), and θ₀ falls to 1.23 rad for σ_N/σ_S = 0.1. Second, ℓ/ξ = 0.16 enters at first order at the interface. In the Eilenberger equation (1), even when every path entering the wire carries the undisturbed bulk state, the wire behaves far from the interface as if θ₀ were 1.18 rad instead of 1.31 rad, and the pair amplitude at 100 nm is 0.249 instead of 0.277. This shift halves when ℓ is halved at fixed ξ. It is larger than the error of linearization and larger than the shifts that (25) gives for the two small conductivity ratios. Equal D with unequal conductivities also means unequal N₀, for which a fully transparent contact is an idealization.

### 16. Real energies and the density of states

The density of states follows by replacing ω with −iE + 0⁺, where E is measured from the Fermi energy. The normal component cosθ then becomes complex, and its real part is the local density of states relative to the normal metal:

N(E,x)/N₀ = Re cosθ(E,x). (26)

Take 0 < E < Δ and a rigid boundary. From cosθ_S = ω/Ω and sinθ_S = Δ/Ω,

cosθ₀ = −iE/√(Δ² − E²), sinθ₀ = Δ/√(Δ² − E²).

Set θ₀ = π/2 + iy. Then cosθ₀ = −i sinh y and sinθ₀ = cosh y, so tanh y = E/Δ and

θ₀ = π/2 + i artanh(E/Δ). (27)

At the interface cosθ₀ is imaginary and the density of states is zero, as in the superconductor. The decay constant becomes

1/ξ = √(−2iE/ħD) = (1 − i)√(E/ħD). (28)

This root has a positive real part and gives decay. Formula (20) remains valid for complex θ. It implies (19), and differentiating (19) gives θ″ = −(1/ξ)cos(θ/2)θ′ = sinθ/ξ². Numerical solutions at E = 0.1 and 0.4 meV confirm it.

At a fixed x and low E, |x/ξ| is small, and an expansion about the interface is sufficient. With (19) and sin(π/4) = 1/√2,

θ ≈ π/2 + iE/Δ − √2 x/ξ + x²/(2ξ²).

Near π/2, cosθ ≈ π/2 − θ. The terms iE/Δ and x²/(2ξ²) are both imaginary and of order E. The real part comes from √2 x/ξ:

N/N₀ ≈ x√(2E/ħD), E ≪ ħD/x² and E ≪ Δ. (29)

The density of states goes to zero as √E and is positive at every small positive energy. The semi-infinite wire therefore has a soft suppression at the Fermi energy and no hard gap. A real wire counts as semi-infinite only if it is long compared with √(ħD/E), which is 1.5 µm at E = 0.001 meV in the example. A wire of 1 µm with a closed end has zero density of states at that energy. The scale ħD/x² corresponds to the time x²/D needed to diffuse over the distance x.

The coefficient in (29) belongs to the rigid boundary. With equal diffusion constants, γ ≈ (σ_N/σ_S)√(−iE/Δ) at low E, and the shift 2γ sin(θ_S/2) ≈ √2 γ of the boundary angle adds (σ_N/σ_S)√(E/Δ) to N/N₀. This is also of order √E, so (29) is multiplied by 1 + (σ_N/σ_S)√(ħD/2Δ)/x however small E is. In the example √(ħD/2Δ) = 33 nm, and for equal conductivities the factor is 1.33 at x = 100 nm.

For the example with a rigid boundary at x = 100 nm the scale ħD/x² is 0.22 meV. The values of N/N₀ from (20), with those of (29) in brackets, are

- E = 0.001 meV: 0.096 (0.095)
- E = 0.01 meV: 0.309 (0.302)
- E = 0.05 meV: 0.700 (0.675)
- E = 0.1 meV: 0.941 (0.955)
- E = 0.2 meV: 1.117 (1.350)
- E = 0.4 meV: 1.099 (1.910)
- E = 0.8 meV: 0.980 (2.700)

The low-energy law fails near ħD/x², as expected. The full result rises above one and later falls slightly below it. For small u, (21) gives cosθ ≈ 1 − 8u², and by (28)

u² = tan²(θ₀/4) e^(−2x√(E/ħD)) e^(+2ix√(E/ħD)).

The last factor rotates in the complex plane as E grows. The prefactor is complex as well: with θ₀ = π/2 + iy,

tan(θ₀/4) = [sin(π/4) + i sinh(y/2)]/[cos(π/4) + cosh(y/2)],

and its phase also grows with E. The sign of the real part of u² is set by the sum of the two phases, and to the extent that u is small the density of states passes from one side of the normal value to the other when this sign changes. At x = 100 nm the sign changes at 0.110 and 0.703 meV, while N/N₀ from (20) crosses one at 0.120 and 0.700 meV. At E = 0.8 meV the last factor contributes 3.82 rad and tan²(θ₀/4) contributes 1.37 rad. The sum, 5.19 rad, exceeds 3π/2, so the real part of u² is positive and N/N₀ lies below one. The last factor alone would leave it above one.

The rigid boundary also becomes doubtful as E approaches Δ. The size of γ then contains √(E/√(Δ² − E²)), which grows without limit because the disturbance reaches ever deeper into the superconductor. The first-order shift 2γ sin(θ_S/2) grows faster still, since |sin(θ_S/2)| diverges too: for σ_N/σ_S = 0.01 and E = 0.99Δ its size is 0.10 rad although |γ| is only 0.027. Near the gap edge even a small σ_N/σ_S does not justify (27), and the matching of section 14 has to be carried out with complex angles.

Calculated quantities

```
Dirty-limit test, units hbar = D = max Delta = 1, w = 0.5
l = 0.20: angle error 5.04e-03 rad, harmonic rel. error 1.57e-02
l = 0.10: angle error 1.29e-03 rad, harmonic rel. error 4.01e-03
l = 0.05: angle error 3.23e-04 rad, harmonic rel. error 1.01e-03
angle error ratio, l = 0.10 to 0.05: 3.979
Worked example
Fermi speed v = 1.00e+06 m/s
mean free path l = 10.0 nm
pair potential Delta = 1.00 meV
temperature T = 1.00 K
scattering time tau = 10.00 fs
diffusion constant D = 33.33 cm^2/s
hbar D = 2194.0 meV nm^2
lowest Matsubara energy w = 0.2707 meV
w tau/hbar = 0.00411
Delta tau/hbar = 0.01519
decay length xi = 63.66 nm = 1203 bohr
(l/xi)^2 = 0.0247
rigid boundary angle theta_S = 1.3064 rad
tan(theta_S/4) = 0.3387
kink centre at x = -68.91 nm
slope theta'(0) = -0.01909 rad/nm
tail amplitude 4 tan(theta_S/4) = 1.3549 rad
largest kink minus numerical solution = 8.5e-11 rad
x (nm), theta (rad), sin theta, sin of linearized theta
    0 1.3064 0.9653 0.9653
   50 0.6129 0.5752 0.5610
  100 0.2812 0.2775 0.2682
  200 0.0585 0.0585 0.0564
  300 0.0122 0.0122 0.0117
superconductor length xi_S (same D) = 32.54 nm
sigma_N/sigma_S, gamma, boundary angle (rad)
1.00 0.5112 0.8715
0.10 0.0511 1.2467
0.01 0.0051 1.3002
density of states at x = 100 nm, rigid boundary
energy scale hbar D/x^2 = 0.2194 meV
E (meV), N/N0, low-energy law
0.001 0.0958 0.0955
0.010 0.3087 0.3019
0.050 0.7000 0.6751
0.100 0.9410 0.9548
0.200 1.1168 1.3502
0.400 1.0993 1.9095
0.800 0.9804 2.7005
```
